\section*{Steady occupation of a vibration heated by bias in a nanojunction, part 2}

A nanojunction carries one harmonic vibration (mass $m$, frequency $\omega$ including static electronic softening, $x=x_0(b+b^\dagger)$, $x_0=\sqrt{\hbar/2m\omega}$), weakly coupled to non-interacting electrons by $M=x_0\,\partial H/\partial x$. Sought is the steady mean number of quanta $\bar n$. Leads $\alpha=L,R$ at temperature $T$ have $\mu_{L,R}=\pm eV/2$ from the Fermi energy, $e>0$, and Fermi functions $f_\alpha$. Units are Gaussian ($V$ in statvolt), energies quoted in eV or meV. Spin gives a factor 2.

Scaling gave, with $\gamma\sim0.026$ ps$^{-1}$ and $\bar n\sim2$ for the model below,
\begin{equation}
\gamma\sim\omega\Big(\frac{M}{\Gamma}\Big)^2,\qquad
\bar n\sim\frac{(M/\Gamma)^2(eV-\hbar\omega)/\hbar}{(M/\Gamma)^2\,\omega}=\frac{eV-\hbar\omega}{\hbar\omega}.
\label{est}
\end{equation}

With $G=[E-H-\Sigma_L-\Sigma_R]^{-1}$, lead self-energies $\Sigma_\alpha$, $\Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger)$, $\Gamma=\Gamma_L+\Gamma_R$, $A_\alpha=G\Gamma_\alpha G^\dagger$ and $A=A_L+A_R$, the emission ($B$) and absorption ($\mathcal A$) coefficients obey
\begin{equation}
\left.\begin{matrix}B\\ \mathcal A\end{matrix}\right\}=\frac{1}{\pi\hbar}\sum_{\alpha\beta}\int dE\;\mathrm{Tr}[MA_\alpha(E)MA_\beta(E\mp\hbar\omega)]\,f_\alpha(E)\,[1-f_\beta(E\mp\hbar\omega)] .
\label{full}
\end{equation}
\begin{equation}
\frac{d\bar n}{dt}=B(\bar n+1)-\mathcal A\bar n=B-(\mathcal A-B)\,\bar n ,
\label{rate}
\end{equation}

The steady probabilities are $P_n=(1-r)r^n$, $r=B/\mathcal A$, with variance $\bar n(\bar n+1)$ and $kT_{\rm eff}=\hbar\omega/\ln(1+1/\bar n)$. From the ground state, $\bar n$ approaches its steady value as $1-e^{-(\mathcal A-B)t}$. A zero-temperature bath with downward rate $\gamma_dn$ gives $\bar n=B/(\gamma_{eh}+\gamma_d)$.

For flat spectra (wide band), with $t_{\alpha\beta}=\mathrm{Tr}[MA_\alpha MA_\beta]$, $t_{\rm tot}=\sum_{\alpha\beta}t_{\alpha\beta}$, $s=t_{LR}/t_{\rm tot}$, $F(x)=x/(1-e^{-x/kT})$, $F(0)=kT$ and $n_B=1/(e^{\hbar\omega/kT}-1)$,
\begin{equation}
\mathcal A-B=\gamma_{eh}=\frac{\omega}{\pi}\,t_{\rm tot}.
\label{geh}
\end{equation}
\begin{equation}
\bar n(V,T)=(1-2s)\,n_B+s\,\frac{F(eV-\hbar\omega)+F(-eV-\hbar\omega)}{\hbar\omega}.
\label{nT}
\end{equation}
At $T=0$,
\begin{equation}
\bar n=s\,\frac{|eV|-\hbar\omega}{\hbar\omega}\,\theta(|eV|-\hbar\omega),\qquad
\frac{d\bar n}{d|eV|}=\frac{t_{LR}/\pi\hbar}{\gamma_{eh}}=\frac{s}{\hbar\omega}\quad(|eV|>\hbar\omega).
\label{main}
\end{equation}

Always $s\le1/2$, reached by pure backscattering (a perfect chain at band centre, $M=\mathrm{diag}(M,-M)$ on two neighbouring sites); $s\le1/4$ for semidefinite $M$. For a single level, with mean electron number $N$ and energy $\varepsilon$,
\begin{equation}
s=\frac{\Gamma_L\Gamma_R}{\Gamma^2},\qquad \gamma_{eh}=\frac{\omega}{\pi}M^2\Gamma^2|G|^4 .
\label{single}
\end{equation}

The model has $m=30$ u, $\hbar\omega=50$ meV, one level at the Fermi energy, $\partial\varepsilon/\partial x=1$ eV/\AA, $\Gamma_L=1.5$ eV, $\Gamma_R=0.5$ eV and $eV=150$ meV; hence $M=37.328$ meV and, with $\hbar=0.65821$ meV ps, $\omega=75.963$ ps$^{-1}$.

\subsection{Numbers}

On resonance $G=1/(i\Gamma/2)$ and $|G|^2=4/\Gamma^2=1$ eV$^{-2}$, so $A_L=1.5$ eV$^{-1}$ and $A_R=0.5$ eV$^{-1}$. With $M=0.037328$ eV,
\begin{align}
t_{LL}&=(1.5M)^2=3.135\times10^{-3},\qquad t_{RR}=(0.5M)^2=3.48\times10^{-4},\nonumber\\
t_{LR}&=1.5\cdot0.5\,M^2=1.045\times10^{-3},\qquad t_{\rm tot}=(2M)^2=5.574\times10^{-3},
\end{align}
where $M$ stands for its value in eV. Then $\gamma_{eh}=75.963\times5.5735\times10^{-3}/\pi=0.1348$ ps$^{-1}$, the lifetime is $7.42$ ps, and $\gamma_{eh}/\omega=1.8\times10^{-3}$ satisfies the weak-coupling condition. The emission coefficient is $1.0450\times10^{-3}/(\pi\times0.65821)=5.054\times10^{-4}$ ps$^{-1}$meV$^{-1}$. The slope is $5.054\times10^{-4}/0.13477=3.75\times10^{-3}$ meV$^{-1}$, equal to $s/\hbar\omega$ with $s=0.75/4=0.1875$. The threshold voltage is $50$ mV, or $1.668\times10^{-4}$ statvolt.

At $eV=150$ meV, $B=5.054\times10^{-4}\times100=0.0505$ ps$^{-1}$, $\mathcal A=0.05054+0.13477=0.1853$ ps$^{-1}$, and
\begin{equation}
\bar n=0.1875\times\frac{100}{50}=0.375 .
\end{equation}
The ratio is $r=0.2727$, so $P_0=0.727$; the variance is $0.375\times1.375=0.516$; $kT_{\rm eff}=50/\ln(1+1/0.375)=38.5$ meV, or $447$ K; and after one lifetime $\bar n=0.375(1-e^{-1})=0.237$. With $\gamma_d=1$ ps$^{-1}$ the occupation falls to $0.05054/1.13477=0.0445$ and the slope to $4.45\times10^{-4}$ meV$^{-1}$.

At $T=100$ K, $kT=8.617$ meV and $n_B=0.00303$. At threshold (\ref{nT}) has $F(0)=kT$, and $F(-2\hbar\omega)$ is negligible, so $\bar n=0.625\times0.00303+0.1875\times8.617/50=0.0342$: the kink is rounded over a few $kT$. At $150$ meV the line is lifted only by the first term, to $0.377$.

\subsection{Where the result fails}

The numerical check evaluates (\ref{full}) with its full energy dependence, using scattering states matched to chain leads of hopping $-J$, $J=4$ eV. It gives $\bar n=0.0940$, $0.1882$, $0.3778$ and $0.5696$ at $75$, $100$, $150$ and $200$ meV, against $0.0938$, $0.1875$, $0.3750$ and $0.5625$ from (\ref{main}); agreement within 2\% of the formula is asserted for these and for the damping. The excess is systematic and can be derived.

The end-site Green function of a chain obeys $g=1/(E-J^2g)$, whose retarded root is $g=(E-i\sqrt{4J^2-E^2})/2J^2$. With contact hopping $v_\alpha$, $\Sigma_\alpha=v_\alpha^2g$ and $\Gamma_\alpha=2v_\alpha^2/J$ at $E=0$. The total self-energy then has real part $E\Gamma/4J$ and width $\Gamma(E)=\Gamma\sqrt{1-E^2/4J^2}$, and $A_\alpha=(\Gamma_\alpha/\Gamma)A(E)$ with
\begin{equation}
A(E)=\frac{4/\Gamma(E)}{1+4E^2(1-\Gamma/4J)^2/\Gamma(E)^2}\simeq\frac4\Gamma(1-cE^2),\qquad c=\frac{4(1-\Gamma/4J)^2}{\Gamma^2}-\frac{1}{8J^2}.
\end{equation}
Here $c=0.875^2-1/128=0.758$ eV$^{-2}$. Let $u$ be the midpoint of initial and final energy. The product in (\ref{full}) is $A(u+\hbar\omega/2)A(u-\hbar\omega/2)\simeq(4/\Gamma)^2[1-c(2u^2+\hbar^2\omega^2/2)]$. At $T=0$ and $eV>\hbar\omega$ the windows are as follows. Emission $L\to R$ needs $E<eV/2$ and $E-\hbar\omega>-eV/2$, so $|u|<u_-=(eV-\hbar\omega)/2$. Absorption $L\to R$ covers $|u|<u_+=(eV+\hbar\omega)/2$, and absorption $R\to L$ is closed. Absorption $L\to L$ covers $u_-<u<u_+$, and $R\to R$ its mirror image. In $\mathcal A-B$ the interlead part leaves the two strips $u_-<|u|<u_+$, so all contributions come from such strips, with weights $\Gamma_L^2+\Gamma_R^2+2\Gamma_L\Gamma_R=\Gamma^2$ because $A(E)$ is even. The mean of $u^2$ is $(eV-\hbar\omega)^2/12$ in the emission window and $(eV)^2/4+(\hbar\omega)^2/12$ in a strip, which has centre $eV/2$ and width $\hbar\omega$. Their difference is $eV(eV+\hbar\omega)/6$, the $\hbar^2\omega^2/2$ term cancels in $B/(\mathcal A-B)$, and to leading order
\begin{equation}
\frac{\bar n_{\rm full}}{\bar n}-1\simeq\frac{c}{3}\,eV\,(eV+\hbar\omega).
\end{equation}
At $150$ meV this is $0.758\times0.15\times0.20/3=0.76\%$, as computed ($0.757\%$ relative to the wide-band value). Halving $\hbar\omega$ and $eV$ gives $0.189\%$, and the factor near 4 is tested. The damping samples the flanks of the resonance and the emission its centre, so the damping falls more ($0.1335$ ps$^{-1}$ at $150$ meV) and $\bar n$ rises. The weight $\Gamma^2$ also explains why a symmetric junction with $\Gamma_L=\Gamma_R=1$ eV has the same full damping, $0.1335$ ps$^{-1}$, with $s=1/4$ and $\bar n=0.504$. The quadratic law uses the evenness of $A(E)$ about the centre of the bias window, that is, a level on resonance together with the symmetric drop $\mu_{L,R}=\pm eV/2$. With another drop the size and sign change: at $150$ meV the correction is about $+1.6\%$ for $\mu_L=eV$, $\mu_R=0$ and about $-0.1\%$ for $\mu_L=0$, $\mu_R=-eV$, while (\ref{main}) itself depends only on $\mu_L-\mu_R$. Off resonance $A(E)$ has a linear term, which enters the $L\to L$ and $R\to R$ strips with opposite signs; for $\Gamma_L\ne\Gamma_R$ the two do not cancel, and the leading correction is linear in $eV$.

With structure on the scale of $\hbar\omega$ the cancellation behind (\ref{geh}) is lost. Take a level at $+25$ meV joined to $L$ and one at $-25$ meV joined to $R$, each of width $\Gamma_1=10$ meV, with hopping $2$ meV between them modulated by $M=2$ meV. At $V=0$ the lower level is filled and the upper empty, so absorption is resonant. At $150$ meV the upper level lies below $\mu_L$ and the lower above $\mu_R$; the populations are inverted and emission is resonant. Neglecting the hopping and the window edges, the resonant integral is $\Gamma_1^2\int du\,(u^2+a^2)^{-2}$ with $a=\Gamma_1/2$. Differentiating $\int du/(u^2+a^2)=\pi/a$ with respect to $a^2$ gives $\pi/2a^3$, so the integral is $4\pi/\Gamma_1$ and the rate is $4M^2/\hbar\Gamma_1=16/6.5821=2.43$ ps$^{-1}$. The computed $\mathcal A-B$ is $+2.41$ ps$^{-1}$ at zero bias and $-2.38$ ps$^{-1}$ at $150$ meV; the two signs are tested. With $\mathcal A<B$, the solution of (\ref{rate}) grows exponentially and the rate equation has no steady state. This does not decide what the mode does at large amplitude: the rates assume electronic states unchanged by the vibration, which cannot be kept once $M\sqrt{\bar n}$ is comparable with $\Gamma_1$.

Finally, the sharp threshold and the zero below it hold to leading order in $\gamma_{eh}/\omega$. The golden rule treats the vibrational levels as sharp, and features on the scale $\hbar\gamma_{eh}=0.65821\times0.13477\approx0.09$ meV lie outside it. It also omits the shift of the mode energy at the same order in $M$, $M^2\,dN/d\varepsilon$, which on resonance in the wide band is $-M^2A/\pi=-4M^2/\pi\Gamma\approx-0.9$ meV (about $-1.0$ meV with the chain leads). This exceeds $\hbar\gamma_{eh}$ by the factor $\Gamma/4\hbar\omega=10$, so the threshold lies at $\hbar\omega$ only if $\omega$ is the frequency that already includes this softening. At larger bias the energy dependence of the spectra bends the linear law already within the harmonic model: to leading order the correction derived above is $0.758\times0.5\times0.55/3\approx7\%$ at $eV=0.5$ eV, where (\ref{main}) gives $\bar n=1.69$. Anharmonicity is absent from the model and is not assessed here.

\section{Comparison}

The estimate (\ref{est}) has the correct threshold, the linear rise and the cancellation of $M$. Its assumption of a bias-independent damping is exact for flat spectra.

The damping was underestimated. On resonance (\ref{single}) gives $\gamma_{eh}=(16/\pi)\,\omega(M/\Gamma)^2$: the peak value $A=4/\Gamma$ enters twice, and the golden-rule prefactor with spin supplies $1/\pi$. The factor $16/\pi=5.1$ turns $0.026$ into $0.135$ ps$^{-1}$. This prefactor is tested without Green functions, by a golden-rule sum over the eigenstates of a diagonalized finite chain with smeared energy conservation, which gives $0.1346$ ps$^{-1}$ against $0.1348$ ps$^{-1}$.

The occupation was overestimated: $2$ against $0.375$, a ratio of $1/s=16/3$. The estimate gave emission and damping the same weight, whereas at $T=0$ only the pair $L\to R$ emits, with weight $t_{LR}$, and the net damping has weight $t_{LL}+t_{RR}+2t_{LR}$: above threshold $R\to L$ is closed, and $L\to R$ contributes $(eV+\hbar\omega)-(eV-\hbar\omega)=2\hbar\omega$. Equal traces $t_{LL}=t_{RR}=t_{LR}$ give $s=1/4$, the symmetric junction, and unequal widths shift weight to the intralead term $t_{LL}$, which at $T=0$ only cools. In the wide-band regime at $T=0$, the estimate above threshold is too high by at least a factor 2 for any device, since $s\le1/2$. The backscattering chain attains that bound, with a computed $\bar n=1.00$ at $150$ meV. Among random three-site devices both bounds held in the test; the largest shares found were $0.5000$ to four digits for general $M$ and $0.2486$ for semidefinite $M$. The scaling estimate cannot supply $s$: the size of $M$ cancels in it, and the total width $\Gamma$ does not tell the two leads apart, whereas $s$ depends on how $M$ connects the states of one lead with those of the other.

\section*{Calculated quantities}
\begin{verbatim}
mass = 30 u, hbar*omega = 50 meV, de/dx = 1.0 eV/A
Gamma_L = 1.5 eV, Gamma_R = 0.5 eV, level at E_F, lead hopping = 4.0 eV
hbar = 0.65821 meV ps, omega = 75.963 1/ps
x0 = 0.03733 A, M = 37.328 meV
A_L = 1.5000 1/eV, A_R = 0.5000 1/eV
t_LL = 3.1351e-03, t_RR = 3.4835e-04, t_LR = 1.0450e-03, t = 5.5735e-03
gamma_eh = 0.13477 1/ps, finite chain 0.13457 1/ps
lifetime = 7.420 ps, gamma_eh/omega = 1.774e-03
emission coefficient t_LR/(pi hbar) = 5.0538e-04 1/(ps meV)
s = 0.1875, slope = 3.7500e-03 1/meV, full (75-100 meV) 3.7695e-03 1/meV
threshold voltage = 50 mV = 1.6678e-04 statV
eV = 75 meV: n = 0.09375, full 0.09397, full A-B = 0.13431 1/ps
eV = 100 meV: n = 0.18750, full 0.18821, full A-B = 0.13409 1/ps
eV = 150 meV: n = 0.37500, full 0.37784, full A-B = 0.13346 1/ps
eV = 200 meV: n = 0.56250, full 0.56960, full A-B = 0.13259 1/ps
at eV = 150 meV, T = 0:
  B = 0.05054 1/ps, A = 0.18531 1/ps, B/A = 0.2727
  full B = 0.05043 1/ps, full A = 0.18389 1/ps, master-equation n = 0.37784
  P_0 = 0.7273, variance = 0.5156, n(t=lifetime) = 0.2370
  kT_eff = 38.48 meV, T_eff = 447 K
  wide-band error = 0.757 %, with w and eV halved 0.189 %
  gamma_d = 1.0 1/ps: n = 0.04454, slope = 4.4536e-04 1/meV
  symmetric 1+1 eV: s = 0.2500, full n = 0.5038, A-B = 0.13346 1/ps
  backscattering chain: s = 0.5000, full n = 1.0000
T = 100 K: kT = 8.617 meV, n_B = 0.00303
  eV = 50 meV: n = 0.03421, full 0.03425
  eV = 150 meV: n = 0.37690, full 0.37973
random devices: max s = 0.5000, semidefinite M max s = 0.2486
dimer: levels +-25 meV, widths 10 meV, hop 2 meV, M 2 meV
  A-B = 2.4106 1/ps at 0 meV, -2.3832 1/ps at 150 meV
\end{verbatim}
